# Opposite exchange shifts and a single inverted Qi-Wu-Zhang block: test program

```python
# Result under test: two time-reversed Qi-Wu-Zhang blocks with mass u = -2.2
# and exchange shifts +g, -g (g = 0.5) have total Chern number +1, because
# only the block with mass u+g is inverted.
# Block: h = sin(kx) SX + sin(ky) SY + (u + cos kx + cos ky) SZ, in units of
# the hopping energy t; k is in units of 1/a. Partner block: conj(h(-k)).
# Chern number: Berry connection i<u|grad u>, summed over occupied bands.
import numpy as np
from scipy import constants as const

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ID = np.eye(2, dtype=complex)
u, g = -2.2, 0.5
t_eV, a_ang, film_nm = 0.1, 30.0, 5.0


def times(f, matrix):
    return np.asarray(f)[..., None, None] * matrix


def mass(kx, ky, m):
    return m + np.cos(kx) + np.cos(ky)


def block(kx, ky, m):
    return (times(np.sin(kx), SX) + times(np.sin(ky), SY)
            + times(mass(kx, ky, m), SZ))


def partner(kx, ky, m):
    return np.conj(block(-kx, -ky, m))


def pair(kx, ky, shift, rigid=0.0):
    h = np.zeros(np.shape(kx) + (4, 4), complex)
    h[..., :2, :2] = block(kx, ky, u) + shift * SZ + rigid * ID
    h[..., 2:, 2:] = partner(kx, ky, u) - shift * SZ - rigid * ID
    return h


def film(kx, ky, shift, potential=0.0):
    # first factor: top/bottom surface, second factor: spin
    return (times(np.sin(ky), np.kron(SZ, SX))
            - times(np.sin(kx), np.kron(SZ, SY))
            + times(mass(kx, ky, u), np.kron(SX, ID))
            + shift * np.kron(ID, SZ) + potential * np.kron(SZ, ID))


def zone(n):
    k = 2 * np.pi * np.arange(n) / n
    return np.meshgrid(k, k, indexing="ij")


def chern(hamiltonian, occupied, n=48):
    # gauge-invariant product of overlaps around each small plaquette
    v = np.linalg.eigh(hamiltonian(*zone(n)))[1][..., :occupied]
    vx, vy = np.roll(v, -1, 0), np.roll(v, -1, 1)
    vxy = np.roll(vx, -1, 1)

    def link(p, q):
        return np.linalg.det(np.conj(np.swapaxes(p, -1, -2)) @ q)

    flux = np.angle(link(v, vx) * link(vx, vxy) * link(vxy, vy) * link(vy, v))
    return int(round(-flux.sum() / (2 * np.pi)))


def winding_rule(m):
    return int(sum(p * q for p in (1, -1) for q in (1, -1) if m + p + q > 0))


def corner_gap(m):
    return 2 * min(abs(m + 2), abs(m), abs(m - 2))


def length_d(kx, ky, m):
    return np.sqrt(np.sin(kx)**2 + np.sin(ky)**2 + mass(kx, ky, m)**2)


def curvature(kx, ky, m):
    # lower band of the spin-up block
    cx, cy = np.cos(kx), np.cos(ky)
    top = (np.sin(kx)**2 * cy + np.sin(ky)**2 * cx + mass(kx, ky, m) * cx * cy)
    return top / (2 * length_d(kx, ky, m)**3)


# Chern numbers of single blocks, over all phases of the model
for m in (-3.0, -2.7, -2.2, -1.7, -0.5, 0.5, 1.7, 2.7):
    assert chern(lambda x, y: block(x, y, m), 1) == winding_rule(m)
    assert chern(lambda x, y: partner(x, y, m), 1) == -winding_rule(m)

# total Chern number from the four-band problem, over a range of exchange
for s in (-0.5, 0.0, 0.15, 0.25, 0.5, 2.0, 2.5):
    expected = winding_rule(u + s) - winding_rule(u - s)
    assert chern(lambda x, y: pair(x, y, s), 2) == expected
c_up = chern(lambda x, y: block(x, y, u + g), 1)
c_down = chern(lambda x, y: partner(x, y, u - g), 1)
c_total = chern(lambda x, y: pair(x, y, g), 2)
c_reversed = chern(lambda x, y: pair(x, y, -g), 2)
assert (c_up, c_down, c_total, c_reversed) == (1, 0, 1, -1)

# time reversal maps the pair with exchange g to the pair with exchange -g
px, py = np.array(0.4), np.array(-0.7)
flip = np.kron(1j * SY, ID)
reversed_h = flip @ np.conj(pair(-px, -py, g)) @ flip.conj().T
assert np.allclose(reversed_h, pair(px, py, -g))
assert not np.allclose(reversed_h, pair(px, py, g))

# gaps: scan of the zone against the corner formula
KX, KY = zone(400)
for m in (-2.7, -2.2, -1.7, -0.6, 1.3):
    assert abs(2 * length_d(KX, KY, m).min() - corner_gap(m)) < 1e-10
gap0, gap_up, gap_down = [2 * length_d(KX, KY, m).min()
                          for m in (u, u + g, u - g)]

# a rigid spin splitting inverts nothing; a large one makes bands overlap
assert chern(lambda x, y: pair(x, y, 0.0, 0.1), 2) == 0
d0 = length_d(KX, KY, u)
overlap = (g - d0).max() - (-g + d0).min()
assert overlap > 0

# Berry curvature: sum over states with finite-difference derivatives of h
step, m = 1e-5, u + g
energy, vec = np.linalg.eigh(block(px, py, m))
hx = (block(px + step, py, m) - block(px - step, py, m)) / (2 * step)
hy = (block(px, py + step, m) - block(px, py - step, m)) / (2 * step)
lo, hi = vec[:, 0], vec[:, 1]
product = (lo.conj() @ hx @ hi) * (hi.conj() @ hy @ lo)
state_sum = -2 * product.imag / (energy[1] - energy[0])**2
assert abs(state_sum - curvature(px, py, m)) < 1e-8


def hall(temperature):
    # thermal Hall response in e^2/h, chemical potential at mid-gap
    kt = const.k * temperature / const.e / t_eV
    total = 0.0
    for sign, m in ((1, u + g), (-1, u - g)):
        weight = np.tanh(length_d(KX, KY, m) / (2 * kt))
        total += sign * (curvature(KX, KY, m) * weight).mean() * 2 * np.pi
    return total


hall_values = {T: hall(T) for T in (4, 77, 300)}
assert abs(hall_values[4] - c_total) < 1e-6
assert hall_values[300] < hall_values[77] < 1


def strip(ky, m, cells):
    # spin-up block, open in x
    hop = np.kron(np.eye(cells, k=1), (SZ - 1j * SX) / 2)
    site = np.sin(ky) * SY + (m + np.cos(ky)) * SZ
    return np.kron(np.eye(cells), site) + hop + hop.conj().T


# edge modes: present in the inverted block, absent in the other
ky_edge = 0.1
energy, vec = np.linalg.eigh(strip(ky_edge, u + g, 40))
inside = np.where(np.abs(energy) < gap_up / 2)[0]
assert len(inside) == 2
assert np.allclose(energy[inside], [-np.sin(ky_edge), np.sin(ky_edge)],
                   atol=1e-6)
size = np.linalg.norm(vec[:, inside[1]].reshape(40, 2), axis=1)
assert size[0] > size[-1]
assert abs(size[6] / size[5] - abs(u + g + np.cos(ky_edge))) < 1e-4
other = np.linalg.eigvalsh(np.conj(strip(-ky_edge, u - g, 40)))
assert np.abs(other).min() >= gap_down / 2
decay = abs(u + g + 1)
edge_depth = a_ang / np.log(1 / decay)
splitting = {n: 2 * np.abs(np.linalg.eigvalsh(strip(0.0, u + g, n))).min()
             for n in (10, 33)}

# magnetic film with two coupled surfaces: same bands, same Chern number
FX, FY = zone(40)
assert np.allclose(np.linalg.eigvalsh(film(FX, FY, g)),
                   np.linalg.eigvalsh(pair(FX, FY, g)), atol=1e-10)
c_film = chern(lambda x, y: film(x, y, g), 2)
assert c_film == c_total

# surface potential +V, -V mixes the blocks
v_crit = np.sqrt(g**2 - (u + 2)**2)
gamma = np.array(0.0)
assert np.abs(np.linalg.eigvalsh(film(gamma, gamma, g, v_crit))).min() < 1e-10
for v in (0.3, 0.6):
    bands = np.linalg.eigvalsh(film(FX, FY, g, v))
    assert bands[..., 1].max() < 0 < bands[..., 2].min()
    expected = 1 if v < v_crit else 0
    assert chern(lambda x, y: film(x, y, g, v), 2) == expected
    # closed form of the determinant used to locate gap closings
    s2 = np.sin(FX)**2 + np.sin(FY)**2
    closed = ((v**2 + s2 + mass(FX, FY, u)**2 - g**2)**2
              - 4 * s2 * (v**2 - g**2))
    assert np.allclose(np.linalg.det(film(FX, FY, g, v)), closed, atol=1e-9)
field = 2 * v_crit * t_eV / (film_nm * 1e-7) / 1e6


def asymmetric_gap(D):
    w = D * (2 - np.cos(KX) - np.cos(KY))
    ds = [length_d(KX, KY, m) for m in (u + g, u - g)]
    return min((w + d).min() for d in ds) - max((w - d).max() for d in ds)


assert asymmetric_gap(0.95) > 0 > asymmetric_gap(1.05)

# warping at the wave number where kinetic energy equals the inverted mass
warp_coefficient = 250.0
k_warp = (u + g + 2) / a_ang
warp = warp_coefficient * k_warp**3
velocity = t_eV * a_ang * 1e-10 * const.e / const.hbar
meV = 1000 * t_eV

print(f"mass parameter u = {u:.1f} t, exchange g = {g:.1f} t")
print(f"hopping t = {t_eV:.2f} eV, lattice length a = {a_ang:.0f} angstrom")
print(f"mass parameter = {u * t_eV:.2f} eV, exchange = {g * t_eV:.3f} eV")
print(f"t*a = {t_eV * a_ang:.2f} eV angstrom, velocity = {velocity:.2e} m/s")
print(f"t*a^2/2 = {t_eV * a_ang**2 / 2:.1f} eV angstrom^2")
print(f"shifted masses = {u + g:.1f} t and {u - g:.1f} t")
print(f"mass at Gamma, no exchange = {(u + 2) * meV:.1f} meV")
print(f"mass at Gamma, up = {(u + g + 2) * meV:.1f} meV")
print(f"mass at Gamma, down = {(u - g + 2) * meV:.1f} meV")
print(f"gap without exchange = {gap0 * meV:.1f} meV")
print(f"gap of up block = {gap_up * meV:.1f} meV")
print(f"gap of down block = {gap_down * meV:.1f} meV")
print(f"Chern numbers: up = {c_up}, down = {c_down}, total = {c_total}")
print(f"total Chern number, exchange reversed = {c_reversed}")
print(f"total Chern number, two-surface film = {c_film}")
print(f"exchange threshold = {abs(u + 2) * meV:.1f} meV")
print(f"upper end of the C=1 window = {abs(u) * meV:.1f} meV")
print(f"band overlap for rigid splitting g = {overlap * meV:.1f} meV")
print(f"e^2/h = {const.e**2 / const.h * 1e6:.3f} microsiemens")
for T, value in hall_values.items():
    print(f"Hall response at {T} K = {value:.4f} e^2/h")
print(f"kT at 300 K = {const.k * 300 / const.e * 1000:.2f} meV")
print(f"edge decay factor per cell at ky=0 = {decay:.2f}")
print(f"edge amplitude decay length = {edge_depth:.1f} angstrom")
for n, value in splitting.items():
    print(f"edge splitting, width {n * a_ang / 10:.0f} nm = "
          f"{value * meV:.3g} meV")
print(f"critical surface potential V = {v_crit * meV:.1f} meV")
print(f"film thickness = {film_nm:.1f} nm")
print(f"critical internal field = {field:.3f} MV/cm")
print(f"global gap with asymmetry D=0.5 t = {asymmetric_gap(0.5) * meV:.1f} meV")
print(f"global gap with asymmetry D=0.95 t = {asymmetric_gap(0.95) * meV:.1f} meV")
print(f"global gap with asymmetry D=1.05 t = {asymmetric_gap(1.05) * meV:.1f} meV")
print(f"rough warping coefficient = {warp_coefficient:.0f} eV angstrom^3")
print(f"warping wave number = {k_warp:.3f} 1/angstrom")
print(f"warping energy there = {warp * 1000:.2f} meV")
print("tests ok")
```

Printed output:

```
mass parameter u = -2.2 t, exchange g = 0.5 t
hopping t = 0.10 eV, lattice length a = 30 angstrom
mass parameter = -0.22 eV, exchange = 0.050 eV
t*a = 3.00 eV angstrom, velocity = 4.56e+05 m/s
t*a^2/2 = 45.0 eV angstrom^2
shifted masses = -1.7 t and -2.7 t
mass at Gamma, no exchange = -20.0 meV
mass at Gamma, up = 30.0 meV
mass at Gamma, down = -70.0 meV
gap without exchange = 40.0 meV
gap of up block = 60.0 meV
gap of down block = 140.0 meV
Chern numbers: up = 1, down = 0, total = 1
total Chern number, exchange reversed = -1
total Chern number, two-surface film = 1
exchange threshold = 20.0 meV
upper end of the C=1 window = 220.0 meV
band overlap for rigid splitting g = 60.0 meV
e^2/h = 38.740 microsiemens
Hall response at 4 K = 1.0000 e^2/h
Hall response at 77 K = 0.9974 e^2/h
Hall response at 300 K = 0.8283 e^2/h
kT at 300 K = 25.85 meV
edge decay factor per cell at ky=0 = 0.70
edge amplitude decay length = 84.1 angstrom
edge splitting, width 30 nm = 2.89 meV
edge splitting, width 99 nm = 0.000789 meV
critical surface potential V = 45.8 meV
film thickness = 5.0 nm
critical internal field = 0.183 MV/cm
global gap with asymmetry D=0.5 t = 60.0 meV
global gap with asymmetry D=0.95 t = 10.0 meV
global gap with asymmetry D=1.05 t = -20.0 meV
rough warping coefficient = 250 eV angstrom^3
warping wave number = 0.010 1/angstrom
warping energy there = 0.25 meV
tests ok
```
